# Incoming-wave final states and photoelectron angular distributions in hydrogenic atoms, part 2

A photoelectron leaves its atom as an outgoing wave, yet the final state in its dipole amplitude, $\psi^-_{\mathbf k}$, carries an incoming spherical wave. Which measurements depend on this choice?

We use Hartree atomic units, one spinless nonrelativistic electron and a fixed nucleus, $H=-\tfrac12\nabla^2-Z/r$. The initial state is $\phi=(u_{nl}/r)Y_{lm}$ with real $u_{nl}$ and energy $E_b=-Z^2/2n^2$. Light of frequency $\omega$ and real unit polarisation vector $\boldsymbol\epsilon$ acts through $D=\boldsymbol\epsilon\cdot\mathbf r$, and $E=E_b+\omega=k^2/2$. The driven wave $\chi$ obeys
$$(E+i\delta-H)\chi=D\phi$$
and is purely outgoing as $\delta\to0^+$. Its radial functions $u$, with source $S=r\,u_{nl}$, behave as
$$u\to A_l\,e^{i\theta},\qquad A_l=-\sqrt{2\pi/k}\,(-i)^le^{i\sigma_l}R_l ,$$
where $\theta=kr-\eta\ln 2kr$, $\eta=-Z/k$ and $\sigma_l=\arg\Gamma(l+1+i\eta)$.

With $\rho=kr$ and Kummer's function $M$, the regular Coulomb function is
$$F_l=C_l\,\rho^{l+1}e^{-i\rho}M(l+1-i\eta,\,2l+2,\,2i\rho),$$
$$C_l=2^le^{-\pi\eta/2}|\Gamma(l+1+i\eta)|/(2l+1)!$$
The energy-normalised function is $u_{kl}=\sqrt{2/\pi k}\,F_l$, and $R_l=\int_0^\infty u_{kl}\,r\,u_{nl_0}\,dr$, with $l_0$ the bound-state value.

The amplitude along $\hat{\mathbf k}$ is $T=\langle\psi^-_{\mathbf k}|D|\phi\rangle$:
$$T(\hat{\mathbf k})=\sum_{l'm'}(-i)^{l'}e^{i\sigma_{l'}}R_{l'}\,c_{l'm'}Y_{l'm'}(\hat{\mathbf k}),$$
with $c_{l'm'}=\langle l'm'|\boldsymbol\epsilon\cdot\hat{\mathbf r}|lm\rangle$ and
$$\psi^-_{\mathbf k}(\mathbf r)=\sum_{lm}i^le^{-i\sigma_l}\frac{u_{kl}(r)}{r}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k}).$$
Its closed form is $\sqrt{k/8\pi^3}\,e^{-\pi\eta/2}\Gamma(1-i\eta)\,e^{i\mathbf k\cdot\mathbf r}M(i\eta,1,-i\xi)$, with $\xi=kr+\mathbf k\cdot\mathbf r$. The state $\psi^+_{\mathbf k}$ has $e^{+i\sigma_l}$ instead, and $\psi^-_{\mathbf k}=(\psi^+_{-\mathbf k})^*$.

For equally populated $m$, the intensity summed over $m$ is
$$I=\bar I\,[1+\beta P_2(\cos\vartheta)],$$
where $\cos\vartheta=\boldsymbol\epsilon\cdot\hat{\mathbf k}$ and $\bar I$ is the sphere average. Writing $\pm$ for $l\pm1$, the cross section (with $\alpha$ the fine-structure constant) and the Cooper–Zare formula are
$$\sigma=\frac{4\pi^2\alpha\omega}{3}\,\frac{lR_-^2+(l+1)R_+^2}{2l+1},$$
$$\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos(\sigma_+-\sigma_-)}{(2l+1)\,[\,lR_-^2+(l+1)R_+^2\,]} .$$
For an s state, $\beta=2$.

**Q.** Here is a real difficulty. Your $\beta$ contains only a cosine. Using $\psi^+$ reverses both phases and changes nothing. Then $\beta$ cannot support the incoming condition.

**A.** Correct. For real $\boldsymbol\epsilon$ and equal $m$ populations, $\psi^+$ and $\psi^-$ give the same $\sigma$ and the same $\beta$. The time-reversal relation shows the general rule: $\langle\psi^+_{\mathbf k}|D|\phi\rangle=\langle\psi^-_{-\mathbf k}|D^*|\phi^*\rangle^*$. The wrong state describes the experiment with $\phi\to\phi^*$, that is $m\to-m$, and $\mathbf k\to-\mathbf k$. An unoriented multiplet is unchanged by the first, and $P_2$ by the second. The condition shows in terms odd in $\sigma_+-\sigma_-$, and an oriented atom supplies one. It needs the 2p amplitudes first.

**Q.** Then give them, with no integral left undone.

**A.** The bound function is $u_{21}=Nr^2e^{-Zr/2}$, and $\int_0^\infty r^4e^{-Zr}dr=24/Z^5$ gives $N=Z^{5/2}/(2\sqrt6)$. Integrate the Kummer series term by term. Since $\int_0^\infty r^{c-1+j}e^{-sr}dr=\Gamma(c)(c)_j/s^{c+j}$ cancels the $(c)_j$ in $M$,
$$\int_0^\infty r^{c-1}e^{-sr}M(a,c,pr)\,dr=\frac{\Gamma(c)}{s^c}\sum_j\frac{(a)_j}{j!}\Big(\frac ps\Big)^j=\Gamma(c)\,s^{a-c}(s-p)^{-a}.$$
Take $c=2l+2$, $a=l+1-i\eta$, $p=2ik$, $s=\lambda+ik$, so $s-p=\lambda-ik$. The series converges for large $\lambda$, and both sides are analytic for $\mathrm{Re}\,\lambda>0$, so the result continues there. With $\lambda\pm ik=\sqrt Q\,e^{\pm i\arctan(k/\lambda)}$ and $Q=\lambda^2+k^2$,
$$J_l(\lambda)=(2l+1)!\,(\lambda+ik)^{-l-1-i\eta}(\lambda-ik)^{-l-1+i\eta}=(2l+1)!\,\frac{g}{Q^{l+1}},\qquad g=e^{2\eta\arctan(k/\lambda)} .$$
The integrand of $R_l$ carries $r^{l+1}\cdot r\cdot r^2=r^{l+4}$, while $J_l$ carries $r^{2l+1}$. Each $-d/d\lambda$ adds one power, so $l=2$ needs one derivative and $l=0$ three. Use $g'=2\eta(-k/Q)g=2Zg/Q$ and $Q'=2\lambda$. For $l=2$, $-J_2'=120\,g(6\lambda-2Z)/Q^4$, which is $120Zg/Q^4$ at $\lambda=Z/2$. For $l=0$,
$$J_0'=\frac{(2Z-2\lambda)g}{Q^2},\qquad J_0''=g\Big[-\frac{2}{Q^2}+\frac{(2Z-2\lambda)(2Z-4\lambda)}{Q^3}\Big].$$
In $J_0'''$ the first term gives $-2g(2Z-4\lambda)/Q^3$, which vanishes at $\lambda=Z/2$. The second survives only when the derivative hits $2Z-4\lambda$, giving $-4(2Z-2\lambda)g/Q^3=-4Zg/Q^3$. Therefore
$$R_0=N\sqrt{\frac{2}{\pi k}}\,C_0\,k\,\frac{4Zg}{Q^3},\qquad R_2=N\sqrt{\frac{2}{\pi k}}\,C_2\,k^3\,\frac{120Zg}{Q^4},\qquad Q=k^2+\frac{Z^2}{4}.$$
Both are positive at every energy. From $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ comes $C_0^2=2\pi\eta/(e^{2\pi\eta}-1)$. From $\Gamma(3+i\eta)=(2+i\eta)(1+i\eta)\Gamma(1+i\eta)$ come $C_2/C_0=\tfrac{4}{120}|(1+i\eta)(2+i\eta)|$ and $\sigma_2-\sigma_0=\arg[(1+i\eta)(2+i\eta)]$. Modulus and phase recombine in the ratio
$$q=\frac{R_2e^{i\sigma_2}}{R_0e^{i\sigma_0}}=\frac{k^2(1+i\eta)(2+i\eta)}{Q}=\frac{4(k-iZ)(2k-iZ)}{(2k+iZ)(2k-iZ)}=\frac{4(k-iZ)}{2k+iZ}.$$

**Q.** What does that make of $\beta$ as the energy changes?

**A.** For $l=1$ the $R_-^2$ term of the numerator vanishes. Dividing by $3R_0^2$ gives $\beta=(2|q|^2-4\,\mathrm{Re}\,q)/(1+2|q|^2)$. Here $|q|^2=16(k^2+Z^2)/(4k^2+Z^2)$, and multiplying $q$ above and below by $2k-iZ$ gives $\mathrm{Re}\,q=4(2k^2-Z^2)/(4k^2+Z^2)$. Multiply through by $4k^2+Z^2$. The numerator is $32(k^2+Z^2)-16(2k^2-Z^2)=48Z^2$ and the denominator is $4k^2+Z^2+32(k^2+Z^2)=36k^2+33Z^2$, so
$$\beta_{2p}=\frac{16}{11+12k^2/Z^2}.$$
Since $1+\beta P_2=(1-\beta/2)+\tfrac32\beta\cos^2\vartheta$, the ratio of the two coefficients is $3\beta/(2-\beta)=48/(6+24k^2/Z^2)=8Z^2/(Z^2+4k^2)$. With $I_p=Z^2/8$ and $\omega=I_p+k^2/2=(Z^2+4k^2)/8$,
$$I\propto1+8\,\frac{I_p}{\omega}\cos^2\vartheta .$$
The d wave alone would give $\beta=1$. At threshold $q=-4$, so the s and d waves add along $\boldsymbol\epsilon$ and $\beta=16/11\approx1.4545$. As $k$ grows $\beta$ falls monotonically, depending on $k/Z$ only. For $Z=1$, direct integration of the driven equation and the formula agree on $1.3617$, $1.1429$, $0.6957$, $0.2712$ and $0.0788$ at $k=0.25$, $0.5$, $1$, $2$ and $4$, and $Z=2$, $k=1$ repeats the value for $k/Z=0.5$. For $k\gg Z$, $q\to2$, the numerator $2\cdot4-4\cdot2$ cancels, and the emission becomes isotropic within this nonrelativistic dipole model, which for the angular shape fails early. The first nondipole term makes the forward-to-backward intensity ratio along the photon direction about $1+4k\alpha$, and for $Z=1$ this excess already equals the remaining dipole anisotropy $8I_p/\omega\approx0.12$ at $k\approx4$, where $k\alpha\approx0.03$.

**Q.** I doubt that limit. For $k\gg Z$ the final state is nearly a plane wave, and the velocity form gives $(\boldsymbol\epsilon\cdot\mathbf k)\tilde\phi_m(\mathbf k)$. The sum of $|\tilde\phi_m|^2$ is isotropic, so $\beta\to2$.

**A.** The plane wave is not adequate for 2p even at leading order. Use the real orbitals $x_je^{-\lambda r}$. The transform of $e^{-\lambda r}$ is $8\pi\lambda/Q^2$, and a factor $x_j$ becomes $i\partial/\partial k_j$, so $\tilde\phi_j\propto k_j/Q^3$. The velocity form is of order $k^{-4}$ and has $\beta=2$, as you say. The length form is $\boldsymbol\epsilon\cdot\nabla_{\mathbf k}\tilde\phi_j\propto\epsilon_j/Q^3-6k_j(\boldsymbol\epsilon\cdot\mathbf k)/Q^4$, and its squares sum at large $k$ to $1-12\cos^2\vartheta+36\cos^2\vartheta=1+24\cos^2\vartheta$, a different shape. For an exact final state the two forms agree, because $[H,D]=-i\boldsymbol\epsilon\cdot\mathbf p$ gives $\omega\langle f|D|\phi\rangle=-i\langle f|\boldsymbol\epsilon\cdot\mathbf p|\phi\rangle$. For a plane wave the same commutator gives
$$\omega\langle\mathbf k|D|\phi\rangle+\langle\mathbf k|(-Z/r)D|\phi\rangle=-i(\boldsymbol\epsilon\cdot\mathbf k)\tilde\phi .$$
The first and last terms are both of order $k^{-4}$ and differ in shape, so the Coulomb term is of that order too. This shows only that the two plane-wave forms cannot both be right. To test the velocity form itself, add the first-order correction $\langle\mathbf k|(-Z/r)(E+i0-H_0)^{-1}$ to the bra, with $H_0=-\tfrac12\nabla^2$. The function $\boldsymbol\epsilon\cdot\mathbf p\,\phi_j$ has momenta of order $\lambda\ll k$, so the resolvent acts as $2/k^2$. At $r=0$ the function equals $-i\epsilon_j$, and the transform of $1/r$ is $4\pi/k^2$, so the correction is $(2/k^2)(-Z)(4\pi/k^2)(-i\epsilon_j)=8\pi iZ\epsilon_j/k^4$. The plane-wave term, with $\tilde\phi_j=-32\pi i\lambda k_j/Q^3$ and $\lambda=Z/2$, is $-16\pi iZ\,\hat k_j\cos\vartheta/k^4$. Their sum is $8\pi iZ(\epsilon_j-2\hat k_j\cos\vartheta)/k^4$, and its squares add to a multiple of $1-4\cos^2\vartheta+4\cos^2\vartheta=1$, the isotropic limit found above. The Coulomb correction is small relative to the plane wave, but not relative to these small matrix elements.

**Q.** Now the case that tells $\psi^-$ from $\psi^+$.

**A.** Take 2p with $m=+1$ about $z$, light polarised along $x$, and let $\theta',\varphi$ be polar angles about $z$. With $Y_{11}=-\sqrt{3/8\pi}\sin\theta'e^{i\varphi}$,
$$\sin\theta'\cos\varphi\,Y_{11}=-\sqrt{3/8\pi}\;\tfrac12\sin^2\theta'\,(1+e^{2i\varphi}).$$
Only $l'=0,2$ occur. The s part is the sphere average of $\tfrac12\sin^2\theta'(1+e^{2i\varphi})$, namely $\tfrac13$, and the remainder is the d part. In the plane $\theta'=90^\circ$ the remainder is $\tfrac16+\tfrac12e^{2i\varphi}$, and with $(-i)^2=-1$,
$$T\propto\tfrac13R_0e^{i\sigma_0}-R_2e^{i\sigma_2}\big(\tfrac16+\tfrac12e^{2i\varphi}\big)\propto1-\frac2q+3e^{2i\varphi},$$
after division by $-R_2e^{i\sigma_2}/6$. Inserting $q$,
$$1-\frac2q=\frac{2(k-iZ)-(2k+iZ)}{2(k-iZ)}=\frac{-3iZ}{2(k-iZ)}=\frac{3Z(Z-ik)}{2(k^2+Z^2)} .$$
The modulus of $T$ is largest when $e^{2i\varphi}$ has the phase of this number, so the axis of maximal emission lies at
$$\varphi_{\max}=-\tfrac12\arctan(k/Z).$$
With $\psi^+$, $q\to q^*$ and the tilt has the opposite sign, which is the true tilt for $m=-1$. To decide between them without assuming either, the program solves $(E+i\delta-H)u=S$ by finite differences in a long closed box, imposes no outgoing condition, asserts that the solution is outgoing, and extrapolates $\delta\to0$.

**Q.** Show me the numbers for hydrogen.

**A.** Take $Z=1$, $k=0.5$. Then $\eta=-2$, $E=0.125$, $I_p=0.125$ and $\omega=0.25$ Ha $=6.80$ eV. Also $Q=0.25+0.25=0.5$ and $g=e^{-4\arctan1}=e^{-\pi}=0.043214$, with $N=0.204124$, $C_0=3.544914$, $C_2=0.747333$ and $2/\pi k=4/\pi$:
$$R_0=0.204124\sqrt{4/\pi}\times3.544914\times0.5\times\frac{4\times0.043214}{0.5^3}=0.56455,$$
$$R_2=0.204124\sqrt{4/\pi}\times0.747333\times0.5^3\times\frac{120\times0.043214}{0.5^4}=1.78525 .$$
The ratio is $3.16228$. The phases $\sigma_0=-0.129646$ and $\sigma_2=-2.022193$ differ by $-1.892547$, with cosine $-0.316228$ and sine $-0.948683$. Thus $q=3.16228(-0.316228-0.948683\,i)=-1-3i$, as $4(0.5-i)/(1+i)$ requires. The Cooper–Zare numerator and denominator are
$$6\times3.187113+12\times0.564545\times1.785249\times0.316228=22.9472,$$
$$3\,(0.318711+2\times3.187113)=20.0788,$$
so $\beta=1.142857$, equal to $16/(11+3)$. The intensity ratio is $I(0^\circ)/I(90^\circ)=1+8\times0.125/0.25=5$. The cross section is
$$\sigma=4\pi^2\times0.007297353\times0.25\times\frac{20.0788}{27}=0.05356\ \text{bohr}^2=1.50\ \text{Mb}.$$
The d wave supplies $0.952$ of it, and the small s wave lifts $\beta$ above 1 through the cross term, which is linear in $R_0$.

The outgoing amplitudes are $A_0=-\sqrt{4\pi}\,e^{i\sigma_0}R_0=-1.9845+0.2587\,i$ and $A_2=+\sqrt{4\pi}\,e^{i\sigma_2}R_2=-2.7607-5.6947\,i$. The damped box gives $-1.9846+0.2586\,i$ and $-2.7608-5.6953\,i$, within the asserted $2\times10^{-3}$ relative to the formula, while $\psi^+$ would give the complex conjugates. The box also tests the energy normalisation. The spectral sum has $\mathrm{Im}\,(E+i\delta-E')^{-1}\to-\pi\delta(E-E')$, so $-\mathrm{Im}\langle S|u\rangle/\pi\to R_l^2$, and it returns $0.3185$ and $3.1865$ against $0.3187$ and $3.1871$. The small residue comes from the extrapolation in $\delta$. Halving the grid spacing moves these values by at most $2\times10^{-5}$, while halving the three values of $\delta$, in a box twice as long, gives $0.3187$ and $3.1870$. For $\beta$ the box gives $1.1429$, the value of both boundary conditions. For the tilt it gives $-13.28^\circ$, against $-\tfrac12\arctan0.5=-13.283^\circ$ from $\psi^-$ and $+13.283^\circ$ from $\psi^+$.

**Q.** The term $l(l-1)R_-^2$ is zero in both of your cases, so it has not been exercised.

**A.** It first acts for $l=2$. For hydrogen 3d at $k=0.5$ the radial integration gives $R_1=0.186097$ and $R_3=0.875918$. The phase difference is $\arg[(2+i\eta)(3+i\eta)]=\arg(2-10i)$, with cosine $2/\sqrt{104}$. Then
$$\beta=\frac{2R_1^2+12R_3^2-36R_1R_3\,(2/\sqrt{104})}{5\,(2R_1^2+3R_3^2)}=0.68539,$$
which agrees with the value obtained by projecting the driven outgoing wave on $P_2$ over the sphere. The numerical check below also compares the formula with sphere quadrature for $l=0$ to $4$, with random radial integrals, phases and polarisation directions.

## Computed results

```
H 2p: Z = 1, k = 0.5 a.u., eta = -2.0000
E = 0.1250 Ha, Ip = 0.1250 Ha, omega = 0.2500 Ha = 6.8028 eV
sigma_0 = -0.129646 rad, sigma_2 = -2.022193 rad
sigma_2-sigma_0 = -1.892547 rad, cos = -0.316228, sin = -0.948683
C_0 = 3.544914, C_2 = 0.747333, N = 0.204124 a.u.
Q = 0.5000 a.u., g = 0.043214
R_0 = 0.564545 a.u., R_2 = 1.785249 a.u., R_2/R_0 = 3.162278
R_0^2 = 0.318711, R_2^2 = 3.187113 a.u.; box: 0.3185, 3.1865 a.u.
A_0: formula -1.98447+0.25873j, damped box -1.9846+0.2586j, psi+ would give -1.98447-0.25873j a.u.
A_2: formula -2.76066-5.69467j, damped box -2.7608-5.6953j, psi+ would give -2.76066+5.69467j a.u.
q = -A_2/A_0 = -1.000000-3.000000j
beta numerator = 22.947216, denominator = 20.078814 a.u.
beta = 1.142857; damped box 1.1429; with psi+ 1.142857
alpha = 0.007297353; cross section = 0.053560 bohr^2 = 1.4998 Mb
d-wave share of cross section = 0.952381
I(0 deg)/I(90 deg) = 5.000000
tilt, m=+1, x light: psi- -13.283 deg, box -13.28 deg, psi+ 13.283 deg
psi- at r=6.0 bohr, cos=0.3: partial waves -0.0044512-0.0412098j, closed form -0.0044512-0.0412098j a.u.
beta(1s) = 2.00000000, beta(2s) = 2.00000000 at k = 0.5
3d at k = 0.5: R_1 = 0.186097, R_3 = 0.875918 a.u., beta = 0.685393
beta_2p threshold = 16/11 = 1.454545, high-energy limit = 0
Z=1 k=0.25 a.u. E=0.03125 Ha: beta ODE 1.361702, formula 1.361702
Z=1 k=0.50 a.u. E=0.12500 Ha: beta ODE 1.142857, formula 1.142857
Z=1 k=1.00 a.u. E=0.50000 Ha: beta ODE 0.695652, formula 0.695652
Z=1 k=2.00 a.u. E=2.00000 Ha: beta ODE 0.271186, formula 0.271186
Z=1 k=4.00 a.u. E=8.00000 Ha: beta ODE 0.078818, formula 0.078818
Z=2 k=1.00 a.u. E=0.50000 Ha: beta ODE 1.142857, formula 1.142857
```
